# Amplitudes of a megasonic wave in water compared with particle size: a program that tests the result

```python
"""
Result under test: a plane travelling sound wave of mean intensity I has
    p0 = sqrt(2 rho c I),  v0 = sqrt(2 I/(rho c)),  xi0 = v0/omega,
the peak amplitudes of pressure, velocity and displacement.
Symbols: rho density, c sound speed, omega angular frequency,
beta nonlinearity coefficient, mu shear viscosity, delta viscous depth.
A driven nonlinear water column, a wall-flow boundary-value problem, a
dispersion relation and a bubble energy balance provide independent tests.
Water properties are rough typical values; SI units unless stated.
"""
import numpy as np
from scipy.constants import atm, g
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import solve_banded

frequency = 1.0e6
intensity = 1.0e4
rho, c = 998.0, 1482.0
mu, mu_bulk = 1.00e-3, 2.8e-3
beta = 3.5
surface_tension, vapour_pressure = 0.073, 2.3e3
path = 0.20
rho_warm, c_warm = 983.0, 1551.0

omega = 2 * np.pi * frequency
period = 1 / frequency
wavelength = c / frequency
impedance = rho * c
p0 = np.sqrt(2 * impedance * intensity)
v0 = np.sqrt(2 * intensity / impedance)
xi0 = v0 / omega
acceleration = omega * v0
shock_distance = c**2 / (beta * omega * v0)


def water_column(length_waves, probe_waves):
    """Drive a column with a piston; return records over two last periods.

    Mass points are joined by water cells with a nonlinear pressure law.
    The far end is rigid. Records: time, pressure, velocity, displacement
    at the probe, and pressure in the cell touching the rigid end.
    """
    cells_per_wave, steps_per_period, periods = 200, 240, 10
    dx = wavelength / cells_per_wave
    dt = period / steps_per_period
    cells = length_waves * cells_per_wave
    probe = int(probe_waves * cells_per_wave)
    exponent = 2 * beta - 1
    displacement = np.zeros(cells + 1)
    velocity = np.zeros(cells + 1)
    records = []
    for step in range(periods * steps_per_period):
        stretch = 1 + np.diff(displacement) / dx
        pressure = rho * c**2 / exponent * (stretch**(-exponent) - 1)
        old_velocity = velocity[probe]
        velocity[1:-1] -= dt / (rho * dx) * np.diff(pressure)
        time_half = (step + 0.5) * dt
        ramp = np.sin(0.5 * np.pi * min(time_half / (2 * period), 1))**2
        velocity[0] = v0 * ramp * np.sin(omega * time_half)
        if step >= (periods - 2) * steps_per_period:
            records.append((step * dt,
                            0.5 * (pressure[probe - 1] + pressure[probe]),
                            0.5 * (old_velocity + velocity[probe]),
                            displacement[probe], pressure[-1]))
        displacement += dt * velocity
    return np.array(records).T


def harmonic_amplitude(times, signal, order):
    return 2 * abs(np.mean(signal * np.exp(-1j * order * omega * times)))


# Travelling wave: the far end is too distant to send an echo to the probe.
probe_waves = 4
times, pressure, velocity, displacement, _ = water_column(12, probe_waves)
sim_intensity = np.mean(pressure * velocity)
sim_p0 = harmonic_amplitude(times, pressure, 1)
sim_xi0 = 0.5 * np.ptp(displacement)
sim_acceleration = np.max(np.abs(np.gradient(velocity, times)))
sim_second = (harmonic_amplitude(times, velocity, 2)
              / harmonic_amplitude(times, velocity, 1))
second_at_probe = probe_waves * wavelength / (2 * shock_distance)
assert abs(sim_intensity / intensity - 1) < 0.005
assert abs(sim_p0 / p0 - 1) < 0.005
assert abs(sim_xi0 / xi0 - 1) < 0.005
assert abs(sim_acceleration / acceleration - 1) < 0.02
assert abs(sim_second / second_at_probe - 1) < 0.03

# Rigid reflector: compare surface pressure with the incident amplitude.
times_r, _, _, _, end_pressure = water_column(4, 2)
reflected_ratio = harmonic_amplitude(times_r, end_pressure, 1) / p0
assert abs(reflected_ratio - 2) < 0.02

# Oscillating flow along a wall, solved by finite differences.
nu = mu / rho
delta = np.sqrt(2 * nu / omega)
diameters = np.array([30, 100, 300, 1000]) * 1e-9
height = np.linspace(0, 12 * delta, 2401)
dy = height[1] - height[0]
unknowns = len(height) - 2
bands = np.zeros((3, unknowns), complex)
bands[0, 1:] = nu / dy**2
bands[1] = -2 * nu / dy**2 + 1j * omega
bands[2, :-1] = nu / dy**2
right_side = np.full(unknowns, 1j * omega, complex)
right_side[-1] -= nu / dy**2
flow = np.concatenate(([0], solve_banded((1, 1), bands, right_side), [1]))
numerical_flow = np.abs(np.interp(diameters / 2, height, flow.real)
                        + 1j * np.interp(diameters / 2, height, flow.imag))
wall_factor = np.abs(1 - np.exp(-(1 - 1j) * diameters / (2 * delta)))
assert np.allclose(numerical_flow, wall_factor, rtol=2e-3)
wall_displacement = xi0 * wall_factor
small_limit = xi0 / (np.sqrt(2) * delta)
numerical_small_ratio = xi0 * numerical_flow[0] / diameters[0]
assert abs(numerical_small_ratio / small_limit - 1) < 0.03

# Weak absorption against the full complex dispersion relation.
loss_viscosity = 4 * mu / 3 + mu_bulk
alpha = omega**2 * loss_viscosity / (2 * rho * c**3)
complex_k = omega / np.sqrt(c**2 - 1j * omega * loss_viscosity / rho)
assert abs(complex_k.imag / alpha - 1) < 1e-4
intensity_loss = 1 - np.exp(-2 * alpha * path)
second_at_path = path / (2 * shock_distance)
warm_xi0 = np.sqrt(2 * intensity / (rho_warm * c_warm)) / omega
warm_change = warm_xi0 / xi0 - 1

# Isothermal gas bubble; radius in um, time in us, wall speed in m/s.
bubble_start = 2.0
gas_start = (atm - vapour_pressure
             + 2e6 * surface_tension / bubble_start)


def driving_pressure(time, radius, speed):
    liquid = atm - p0 * np.sin(omega * time * 1e-6)
    gas = gas_start * (bubble_start / radius)**3
    return (gas + vapour_pressure - liquid
            - 2e6 * surface_tension / radius - 4e6 * mu * speed / radius)


def bubble_motion(time, state):
    radius, speed = state
    push = driving_pressure(time, radius, speed) / rho
    return [speed, (push - 1.5 * speed**2) / radius]


def first_maximum(time, state):
    return state[1] if time > 0.1 else 1.0


first_maximum.terminal = True
first_maximum.direction = -1
bubble = solve_ivp(bubble_motion, (0, 3), [bubble_start, 0], rtol=1e-9,
                   atol=1e-11, max_step=0.01, events=first_maximum,
                   dense_output=True)
assert len(bubble.t_events[0]) == 1
bubble_time = bubble.t_events[0][0]
bubble_max = bubble.y_events[0][0][0]
sample_times = np.linspace(0, bubble_time, 4001)
radius, speed = bubble.sol(sample_times)
fastest = int(np.argmax(speed))
bubble_speed = speed[fastest]
part = slice(0, fastest + 1)
work = simpson(4 * np.pi * radius[part]**2 * speed[part]
               * driving_pressure(sample_times[part], radius[part],
                                  speed[part]), x=sample_times[part])
kinetic = 2 * np.pi * rho * radius[fastest]**3 * bubble_speed**2
assert abs(work / kinetic - 1) < 1e-4
bubble_excursion = (bubble_max - bubble_start) * 1e-6
assert bubble_excursion > 10 * xi0
assert bubble_speed > 10 * v0
trough = atm - p0
assert trough < 0

print(f"frequency: {frequency/1e6:.2f} MHz")
print(f"intensity: {intensity/1e4:.2f} W/cm2 = {intensity:.0f} W/m2")
print(f"water density: {rho:.0f} kg/m3")
print(f"sound speed: {c:.0f} m/s")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"acoustic impedance: {impedance:.4e} Pa s/m")
print(f"wavelength: {wavelength*1e3:.3f} mm")
print(f"pressure amplitude: {p0/1e3:.1f} kPa = {p0/1e5:.2f} bar")
print(f"velocity amplitude: {v0:.4f} m/s = {v0*100:.1f} cm/s")
print(f"displacement amplitude: {xi0*1e9:.2f} nm")
print(f"full displacement swing: {2*xi0*1e9:.1f} nm")
print(f"acceleration amplitude: {acceleration:.3e} m/s2")
print(f"acceleration / gravity: {acceleration/g:.3e}")
print(f"velocity / sound speed: {v0/c:.2e}")
print(f"simulated intensity: {sim_intensity/1e4:.4f} W/cm2")
print(f"simulated pressure amplitude: {sim_p0/1e3:.1f} kPa")
print(f"simulated displacement amplitude: {sim_xi0*1e9:.2f} nm")
print(f"shear viscosity: {mu*1e3:.2f} mPa s")
print(f"viscous depth delta: {delta*1e9:.0f} nm")
for d, near in zip(diameters, wall_displacement):
    print(f"diameter {d*1e9:.0f} nm: bulk displacement/d {xi0/d:.4f}")
    print(f"  at centre height: {near*1e9:.2f} nm, ratio to d {near/d:.4f}")
print(f"small-particle wall ratio: {small_limit:.4f}")
print(f"bath path: {path:.2f} m")
print(f"nonlinearity coefficient beta: {beta:.1f}")
print(f"shock formation distance: {shock_distance:.3f} m")
print(f"second harmonic at bath path: {100*second_at_path:.1f} %")
print(f"simulated second harmonic at probe: {100*sim_second:.3f} %")
print(f"formula second harmonic at probe: {100*second_at_probe:.3f} %")
print(f"bulk viscosity: {mu_bulk*1e3:.2f} mPa s")
print(f"amplitude absorption: {alpha:.4f} 1/m")
print(f"intensity loss over bath path: {100*intensity_loss:.2f} %")
print(f"reflector pressure / incident amplitude: {reflected_ratio:.3f}")
print(f"60 C water: density {rho_warm:.0f} kg/m3, speed {c_warm:.0f} m/s")
print(f"60 C displacement change: {100*warm_change:.2f} %")
print(f"atmospheric pressure: {atm/1e3:.1f} kPa")
print(f"absolute pressure at trough: {trough/1e3:.1f} kPa")
print(f"surface tension: {surface_tension*1e3:.0f} mN/m")
print(f"vapour pressure: {vapour_pressure/1e3:.1f} kPa")
print(f"bubble initial radius: {bubble_start:.2f} um")
print(f"bubble first maximum radius: {bubble_max:.2f} um")
print(f"time of first maximum: {bubble_time:.3f} us")
print(f"bubble radius increase: {bubble_excursion*1e9:.0f} nm")
print(f"bubble increase / wave displacement: {bubble_excursion/xi0:.1f}")
print(f"bubble peak outward wall speed: {bubble_speed:.2f} m/s")
print("checks complete")
```

Output:

```
frequency: 1.00 MHz
intensity: 1.00 W/cm2 = 10000 W/m2
water density: 998 kg/m3
sound speed: 1482 m/s
angular frequency: 6.2832e+06 rad/s
acoustic impedance: 1.4790e+06 Pa s/m
wavelength: 1.482 mm
pressure amplitude: 172.0 kPa = 1.72 bar
velocity amplitude: 0.1163 m/s = 11.6 cm/s
displacement amplitude: 18.51 nm
full displacement swing: 37.0 nm
acceleration amplitude: 7.306e+05 m/s2
acceleration / gravity: 7.450e+04
velocity / sound speed: 7.85e-05
simulated intensity: 0.9998 W/cm2
simulated pressure amplitude: 172.0 kPa
simulated displacement amplitude: 18.51 nm
shear viscosity: 1.00 mPa s
viscous depth delta: 565 nm
diameter 30 nm: bulk displacement/d 0.6169
  at centre height: 0.69 nm, ratio to d 0.0229
diameter 100 nm: bulk displacement/d 0.1851
  at centre height: 2.22 nm, ratio to d 0.0222
diameter 300 nm: bulk displacement/d 0.0617
  at centre height: 6.09 nm, ratio to d 0.0203
diameter 1000 nm: bulk displacement/d 0.0185
  at centre height: 14.90 nm, ratio to d 0.0149
small-particle wall ratio: 0.0232
bath path: 0.20 m
nonlinearity coefficient beta: 3.5
shock formation distance: 0.859 m
second harmonic at bath path: 11.6 %
simulated second harmonic at probe: 0.345 %
formula second harmonic at probe: 0.345 %
bulk viscosity: 2.80 mPa s
amplitude absorption: 0.0251 1/m
intensity loss over bath path: 1.00 %
reflector pressure / incident amplitude: 2.000
60 C water: density 983 kg/m3, speed 1551 m/s
60 C displacement change: -1.51 %
atmospheric pressure: 101.3 kPa
absolute pressure at trough: -70.7 kPa
surface tension: 73 mN/m
vapour pressure: 2.3 kPa
bubble initial radius: 2.00 um
bubble first maximum radius: 4.18 um
time of first maximum: 0.575 us
bubble radius increase: 2178 nm
bubble increase / wave displacement: 117.7
bubble peak outward wall speed: 6.14 m/s
checks complete
```
